**Maximum cooling power of a normal-insulator-superconductor junction**

For kT ≪ Δ and a superconductor cold enough for its thermal backflow to be negligible, the cooling power of the normal metal peaks at eV = Δ − 0.66 kT, with P_max = 0.59 Δ^(1/2)(kT)^(3/2)/(e²R). Here Δ is the gap, T the normal-metal electron temperature, V the bias and R the normal-state tunnel resistance. The program asserts that the complete two-sided tunnel integral approaches this optimum and maximum at low temperature, with the derived first corrections in kT/Δ. It also asserts the folding of negative energies, the polylogarithm formulas, the inequality behind the single maximum (on a grid of points), and the leading-order efficiency. For Δ = 0.2 meV, T = 0.1 K and R = 1 kΩ, the output gives 212.6 fW from the leading formula and 219.8 fW from the full integral. With rough assumed parameters, a superconductor heated to 0.3 K costs 8.0% of the full maximum, Dynes broadening 1.5% and subgap Andreev heating 0.5%. The largest phonon load on a 1 μm³ island is 20 fW.

## Numerical verification

```python
"""Cooling power of a normal-insulator-superconductor (NIS) tunnel junction.

Result under test: for kT << Delta the heat removed from the normal metal is
largest at eV = Delta - a0*kT, a0 near 0.66, and the maximum is
C*sqrt(Delta)*(kT)**1.5/(e**2*R), C near 0.59.

Symbols: v = eV/Delta, t = kT/Delta (normal metal), ts = k*T_S/Delta
(superconductor), a = (1-v)/t.  Reduced powers are in Delta**2/(e**2*R),
reduced currents in Delta/(e*R).  eta(s,a) = -Li_s(-exp(-a)).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar, brentq
from scipy.special import expit, kv

nodes, weights = np.polynomial.legendre.leggauss(300)
u_nodes, u_weights = 4.5 * (nodes + 1), 4.5 * weights


def transport(v, t, ts):
    """Current and cooling power from the two-sided tunnel integrals.
    E = +-(1+s**2) removes the square-root singularity at the gap edge."""
    scale = np.sqrt(max(t, ts))
    s = scale * u_nodes
    energy = 1 + s**2
    states = 2 * energy / np.sqrt(2 + s**2) * scale * u_weights
    current = power = 0.0
    for sign in (1, -1):
        E = sign * energy
        occupation = expit((v - E) / t) - expit(-E / ts)
        current += np.sum(states * occupation)
        power += np.sum(states * (E - v) * occupation)
    return current, power


def eta(s, a):
    return float(-mp.re(mp.polylog(s, -mp.exp(-a))))


def G(a):
    return np.sqrt(np.pi) * (eta(1.5, a) / 2 + a * eta(0.5, a))


def H(a):
    return np.sqrt(np.pi) * (0.75 * eta(2.5, a) + a * eta(1.5, a) / 2)


def G_second(a):
    return np.sqrt(np.pi) * (a * eta(-1.5, a) - 1.5 * eta(-0.5, a))


def L(a):
    return eta(-0.5, a) / eta(0.5, a)


def full_optimum(t):
    """Numerical maximum of the complete cooling power at equal temperatures."""
    best = minimize_scalar(lambda a: -transport(1 - a * t, t, t)[1] / t**1.5,
                           bounds=(0.2, 1.2), method="bounded",
                           options={"xatol": 1e-9})
    return best.x, -best.fun


# Folding of negative energies, at temperatures where every term matters
v, t, ts = 0.7, 0.3, 0.4


def folded(y):
    E = np.cosh(y)
    return E * ((E - v) * expit((v - E) / t) + (E + v) * expit(-(E + v) / t)
                - 2 * E * expit(-E / ts))


folded_power = quad(folded, 0, np.arccosh(1 + 45 * ts), epsabs=1e-12)[0]
assert abs(folded_power - transport(v, t, ts)[1]) < 1e-8

# Polylogarithm forms against direct quadrature, x = q**2
for a in (0.3, 0.66, 2.0):
    G_direct = quad(lambda q: 2 * (q*q + a) * expit(-q*q - a), 0, 8)[0]
    H_direct = quad(lambda q: 2*q*q * (q*q + a) * expit(-q*q - a), 0, 8)[0]
    assert abs(G_direct - G(a)) < 1e-8 and abs(H_direct - H(a)) < 1e-8
    step = 1e-3
    assert abs((H(a + step) - H(a - step)) / (2 * step) + G(a) / 2) < 1e-5
    curvature = (G(a + step) - 2 * G(a) + G(a - step)) / step**2
    assert abs(curvature - G_second(a)) < 1e-5

# Stationary point, its bracket, and the inequality that makes it unique
a0 = brentq(lambda a: 2 * a * L(a) - 1, 0.3, 1.2, xtol=1e-13)
upper_bracket = brentq(lambda a: 2 * a - 1 - np.exp(-a), 0.3, 1.2)
assert 0.5 < a0 < upper_bracket
for a in np.linspace(0.05, 3, 25):
    slope = (L(a + 1e-4) - L(a - 1e-4)) / 2e-4
    assert slope > (1 - L(a))**2
C = G(a0) / np.sqrt(2)
assert abs(a0 - 0.66) < 0.01 and abs(C - 0.59) < 0.01

# Low-temperature limit and first corrections from the complete integral
power_slope = 0.75 * H(a0) / np.sqrt(2)
shift_slope = 0.375 * G(a0) / G_second(a0)
a_small, C_small = full_optimum(0.002)
assert abs((C_small - C) / 0.002 / power_slope - 1) < 0.01
assert abs((a_small - a0) / 0.002 / shift_slope - 1) < 0.02
C_smaller = full_optimum(0.001)[1]
exponent = 1.5 + np.log(C_small / C_smaller) / np.log(2)
assert abs(exponent - 1.5) < 0.003

# Efficiency at the optimum
cop_slope = G(a0) / (np.sqrt(np.pi) * eta(0.5, a0))
I_small, P_small = transport(1 - a0 * 0.002, 0.002, 0.002)
assert abs(P_small / (I_small * (1 - a0 * 0.002)) / 0.002 / cop_slope - 1) < 0.01

# Worked example: round parameters of a sub-kelvin on-chip refrigerator
gap_meV, T, R, T_hot = 0.2, 0.1, 1000.0, 0.3
dynes, transparency = 1e-4, 1e-5
coupling, volume = 2e9, 1e-18       # W m^-3 K^-5 and m^3, rough values
gap_volt = gap_meV * 1e-3
kT_meV = const.k * T / const.e * 1e3
t = kT_meV / gap_meV
t_hot = t * T_hot / T
power_unit = gap_volt**2 / R * 1e15  # fW
v0 = 1 - a0 * t
P_lead = C * t**1.5
a_full, C_full = full_optimum(t)
v_full, P_full = 1 - a_full * t, C_full * t**1.5
I0, P0 = transport(v0, t, t)
I_lead = np.sqrt(np.pi * t / 2) * eta(0.5, a0)
assert abs(I_lead / I0 - 1) < t

# Global maximum over bias, and the two-sided bounds at finite temperature
biases = np.linspace(0, 1.5, 1501)
scan = [transport(b, t, t)[1] for b in biases]
assert abs(biases[int(np.argmax(scan))] - v_full) < 0.0011
for a in (0.0, a0, 2.0):
    scaled = transport(1 - a * t, t, t)[1] * np.sqrt(2) / t**1.5
    assert G(a) < scaled < G(a) + 0.75 * t * H(a)

# Backflow from a hot superconductor: independent of bias, Bessel form
backflow = P0 - transport(v0, t, t_hot)[1]
backflow_other = transport(0.5, t, t)[1] - transport(0.5, t, t_hot)[1]
assert abs(backflow / backflow_other - 1) < 1e-6
assert abs(backflow / (kv(0, 1 / t_hot) + kv(2, 1 / t_hot)) - 1) < 1e-3


# Dynes broadening: full integral against first order in the broadening
def dynes_power(v, t, gamma):
    def integrand(s, sign, side):
        E = sign * (1 + side * s * s)
        z = E + 1j * gamma
        density = (z / (np.sqrt(z - 1) * np.sqrt(z + 1))).real
        return 2 * s * density * (E - v) * (expit((v - E) / t) - expit(-E / t))
    total = 0.0
    for sign in (1, -1):
        for side, end in ((1, np.sqrt(2)), (-1, 1.0)):
            cuts = [0, 0.003, 0.01, 0.03, 0.1, 0.3, end]
            for lo, hi in zip(cuts[:-1], cuts[1:]):
                total += quad(integrand, lo, hi, args=(sign, side),
                              epsabs=1e-11, limit=200)[0]
    return total


dynes_loss = P0 - dynes_power(v0, t, dynes)
theta = np.linspace(-np.pi / 2, np.pi / 2, 40001)
E = np.sin(theta)
fn, fs = expit((v0 - E) / t), expit(-E / t)
g_slope = fn - fs - (E - v0) * (fn * (1 - fn) - fs * (1 - fs)) / t
values = E * g_slope
first_order = dynes * np.sum((values[1:] + values[:-1]) / 2 * np.diff(theta))
assert abs(dynes_loss / first_order - 1) < 0.03


# Subgap Andreev heating in the ballistic model, E = tanh(y)
def andreev_heat(v, t, transmission):
    Z2 = 1 / transmission - 1
    y = np.linspace(-25, 25, 100001)
    E, sech2 = np.tanh(y), 1 / np.cosh(y)**2
    reflection = sech2 / (E**2 + sech2 * (1 + 2 * Z2)**2)
    difference = expit((v - E) / t) - expit(-(E + v) / t)
    return v * (1 + Z2) * np.sum(reflection * difference) * (y[1] - y[0])


cold_limit = 0.9 * transparency / 2 * np.arctanh(0.9)
assert abs(andreev_heat(0.9, 0.001, transparency) / cold_limit - 1) < 0.01
andreev = andreev_heat(v0, t, transparency)
phonon_load = coupling * volume * T**5 * 1e15


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("optimal offset a0 = (Delta-eV)/kT", a0, digits=5)
show("upper bracket for a0", upper_bracket)
show("eta_1/2 at a0", eta(0.5, a0), digits=5)
show("eta_3/2 at a0", eta(1.5, a0), digits=5)
show("eta_-1/2 at a0", eta(-0.5, a0), digits=5)
show("G(a0)", G(a0), digits=5)
show("H(a0)", H(a0), digits=5)
show("G''(a0)", G_second(a0))
show("maximum-power coefficient C", C, digits=5)
show("relative power correction per kT/Delta", power_slope / C)
show("shift of a per kT/Delta", shift_slope)
show("numerical temperature exponent near kT/Delta=0.001", exponent, digits=5)
show("P/(IV) per kT/Delta at optimum", cop_slope)
show("power at eV=Delta over maximum, leading order", G(0.0) / G(a0))
show("gap Delta", gap_meV, "meV")
show("normal-metal temperature", T, "K")
show("tunnel resistance", R / 1e3, "kohm")
show("kT", kT_meV, "meV")
show("kT/Delta", t)
show("power unit Delta^2/(e^2 R)", power_unit, "fW", 5)
show("Delta/e", gap_volt * 1e6, "uV")
show("optimal bias, leading formula", v0 * gap_volt * 1e6, "uV", 5)
show("optimal bias, full integral", v_full * gap_volt * 1e6, "uV", 5)
show("optimal offset a, full integral", a_full)
show("maximum cooling power, leading formula", P_lead * power_unit, "fW")
show("maximum cooling power, full integral", P_full * power_unit, "fW")
show("full over leading power", P_full / P_lead, digits=5)
show("current at leading optimum, full integral", I0 * gap_volt / R * 1e9, "nA")
show("electrical power IV there", I0 * v0 * power_unit, "fW")
show("heat into superconductor P+IV", (P0 + I0 * v0) * power_unit, "fW")
show("P/(IV) there, full integral", P0 / (I0 * v0))
show("heated superconductor temperature", T_hot, "K")
show("backflow loss from heated superconductor", backflow * power_unit, "fW")
show("backflow loss over full maximum", backflow / P_full)
show("Dynes broadening over Delta", dynes)
show("loss from Dynes broadening", dynes_loss * power_unit, "fW")
show("Dynes loss over full maximum", dynes_loss / P_full)
show("barrier transparency", transparency)
show("subgap Andreev heating", andreev * power_unit, "fW")
show("Andreev heating over full maximum", andreev / P_full)
show("electron-phonon constant (rough)", coupling * 1e-9, "nW um^-3 K^-5")
show("island volume", volume * 1e18, "um^3")
show("largest phonon load at 0.1 K bath", phonon_load, "fW")
show("phonon load over full maximum", phonon_load / (P_full * power_unit))
print("done: every assertion held")
```

It prints:

```
optimal offset a0 = (Delta-eV)/kT: 0.66454
upper bracket for a0: 0.7388
eta_1/2 at a0: 0.38191
eta_3/2 at a0: 0.4407
eta_-1/2 at a0: 0.28735
G(a0): 0.8404
H(a0): 0.89064
G''(a0): -0.5856
maximum-power coefficient C: 0.59425
relative power correction per kT/Delta: 0.7948
shift of a per kT/Delta: -0.5382
numerical temperature exponent near kT/Delta=0.001: 1.5011
P/(IV) per kT/Delta at optimum: 1.242
power at eV=Delta over maximum, leading order: 0.8069
gap Delta: 0.2 meV
normal-metal temperature: 0.1 K
tunnel resistance: 1 kohm
kT: 0.008617 meV
kT/Delta: 0.04309
power unit Delta^2/(e^2 R): 40000 fW
Delta/e: 200 uV
optimal bias, leading formula: 194.27 uV
optimal bias, full integral: 194.47 uV
optimal offset a, full integral: 0.6423
maximum cooling power, leading formula: 212.6 fW
maximum cooling power, full integral: 219.8 fW
full over leading power: 1.0337
current at leading optimum, full integral: 20.24 nA
electrical power IV there: 3931 fW
heat into superconductor P+IV: 4151 fW
P/(IV) there, full integral: 0.05589
heated superconductor temperature: 0.3 K
backflow loss from heated superconductor: 17.63 fW
backflow loss over full maximum: 0.08021
Dynes broadening over Delta: 0.0001
loss from Dynes broadening: 3.252 fW
Dynes loss over full maximum: 0.0148
barrier transparency: 1e-05
subgap Andreev heating: 1.089 fW
Andreev heating over full maximum: 0.004954
electron-phonon constant (rough): 2 nW um^-3 K^-5
island volume: 1 um^3
largest phonon load at 0.1 K bath: 20 fW
phonon load over full maximum: 0.09101
done: every assertion held
```
